# Why longer roughness correlation length eventually raises mobility at fixed height: verification in Python

```python
# Result under test: for a 2D electron gas scattered by interface roughness of
# fixed rms height D and Gaussian correlation length L, the momentum relaxation
# rate is  1/tau = (pi m V^2 L^2/hbar^3) exp(-x) [I0(x)-I1(x)],  x = (k L)^2/2,
# V = e F D.  It peaks near k L = 1.26 and then falls as 1/L, although the total
# collision rate still grows as L: the collisions turn the electron less.
# Symbols: k wave number, F mean normal field, N electron density, N_dep
# depletion density, theta scattering angle, q = 2 k sin(theta/2).
# Working units: eV, nm, s.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ive, j0

hbar = sc.hbar / sc.e                                  # eV s
h2m0 = sc.hbar**2 / sc.m_e / sc.e * 1e18               # hbar^2/m0, eV nm^2
coul = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9         # e^2 (Gaussian), eV nm
m_t, m_l = 0.19, 0.916                                 # Si masses / m0
kap_s, kap_ox = 11.7, 3.9
N, N_dep, D = 0.1, 0.005, 0.2                          # nm^-2, nm^-2, nm
T = 300.0
kT = sc.k * T / sc.e
h2m = h2m0 / m_t

# ---- self-consistent Hartree subband: field, levels, charge profile ----
h = 0.03
z = h * np.arange(1, 1001)


def levels(potential, mass, count=2):
    t = h2m0 / (2 * mass * h**2)
    e, c = eigh_tridiagonal(potential + 2 * t, -t * np.ones(len(z) - 1),
                            select='i', select_range=(0, count - 1))
    return e, c / np.sqrt(h)


rho = z**2 * np.exp(-z)
rho /= rho.sum() * h
for _ in range(120):
    tail = 1 - (np.cumsum(rho) - rho / 2) * h
    slope_v = 4 * np.pi * coul / kap_s * (N_dep + N * tail)
    pot = np.cumsum(slope_v) * h - slope_v * h / 2
    e_low, psi = levels(pot, m_l)
    new = psi[:, 0]**2
    change = np.abs(new - rho).max()
    rho = 0.6 * rho + 0.4 * new
assert change < 1e-6
eF = 4 * np.pi * coul / kap_s * (N_dep + N / 2)        # eV/nm
spline = CubicSpline(z, pot)
d = 0.02
shift = (levels(spline(z + d), m_l)[0][0] - levels(spline(z - d), m_l)[0][0]) / (2 * d)
assert abs(shift / eF - 1) < 0.01                      # moved wall shifts level by eF*D
e_primed = levels(pot, m_t)[0][0]
V = eF * D

kF = np.sqrt(np.pi * N)                                # spin 2, valleys 2
EF = h2m * kF**2 / 2

# ---- screening: form factor from the computed charge profile ----
zc, rc = z[1::3], rho[1::3].copy()
rc /= rc.sum()
dist = np.abs(zc[:, None] - zc[None, :])
image = (kap_s - kap_ox) / (kap_s + kap_ox)
kap = (kap_s + kap_ox) / 2
q_grid = np.linspace(0, 1.3, 27)
form = CubicSpline(q_grid, [kap / kap_s * (rc @ np.exp(-q * dist) @ rc
                   + image * (rc @ np.exp(-q * zc))**2) for q in q_grid])
q_tf = 4 * coul / (kap * h2m)
# static response of a 2D gas for q < 2 kF equals its density of states
qq, eta = 1.2, 0.02
kk = (np.arange(500) + 0.5) / 500
ph = (np.arange(4000) + 0.5) * 2 * np.pi / 4000
den = qq**2 + 2 * qq * kk[:, None] * np.cos(ph)[None, :]
inner = (den / (den**2 + eta**2)).mean(axis=1) * 2 * np.pi
response = 2 / np.pi * np.sum(kk * inner) / 500
assert abs(response - 1) < 0.03                        # broadening eta costs about 1%

# ---- roughness spectra (divided by D^2 L^2, argument p = q L) ----


def gauss(p):
    return np.pi * np.exp(-p**2 / 4)


def expo(p):
    return np.pi * (1 + p**2 / 2)**-1.5


for spec, corr in ((gauss, lambda r: np.exp(-r * r)),
                   (expo, lambda r: np.exp(-np.sqrt(2) * r))):
    for p in (0.7, 2.5):
        val = quad(lambda r: 2 * np.pi * r * corr(r) * j0(p * r), 0, 30, limit=300)[0]
        assert abs(val / spec(p) - 1) < 1e-6
    total = quad(lambda p: p * spec(p) / (2 * np.pi), 0, np.inf)[0]
    assert abs(total - 1) < 1e-6                       # fixed height = fixed volume

# ---- rates by direct integration over the energy circle ----
u, wu = np.polynomial.legendre.leggauss(400)
u, wu = (u + 1) / 2, wu / 2


def rate(L, spec=gauss, weighted=True, screened=False, low=0.0, k=kF):
    th = low + (np.pi - low) * u**3
    s = np.sin(th / 2)
    q = 2 * k * s
    f = L**2 * spec(q * L)
    if screened:
        f = f * (q / (q + q_tf * form(q)))**2
    if weighted:
        f = f * 2 * s**2
    return V**2 / (np.pi * hbar * h2m) * np.sum(f * 3 * (np.pi - low) * u**2 * wu)


def closed(L, k=kF):
    x = (k * L)**2 / 2
    return np.pi * V**2 * L**2 / (hbar * h2m) * (ive(0, x) - ive(1, x))


def closed_total(L, k=kF):
    return np.pi * V**2 * L**2 / (hbar * h2m) * ive(0, (k * L)**2 / 2)


for y in (0.05, 0.5, 1.3, 4, 20, 100):
    assert abs(rate(y / kF) / closed(y / kF) - 1) < 1e-6
    assert abs(rate(y / kF, weighted=False) / closed_total(y / kF) - 1) < 1e-6

# full Boltzmann equation on the circle: its solution must be tau*cos(theta)
n = 360
ang = 2 * np.pi * np.arange(n) / n
L3 = 3 / kF
qm = 2 * kF * np.abs(np.sin((ang[:, None] - ang[None, :]) / 2))
W = V**2 / (2 * np.pi * hbar * h2m) * L3**2 * gauss(qm * L3) * 2 * np.pi / n
C = (np.diag(W.sum(axis=1)) - W) / 1e12
sol = np.linalg.lstsq(C, np.cos(ang), rcond=1e-10)[0]
assert np.allclose(sol, np.cos(ang) * 1e12 / closed(L3), rtol=1e-6, atol=1e-6)

# ---- position of the maximum rate ----
x_pk = brentq(lambda x: ive(0, x) - 2 * x * (ive(0, x) - ive(1, x)), 0.5, 1.5)
y_pk = np.sqrt(2 * x_pk)


def peak(**kw):
    r = minimize_scalar(lambda a: -np.log(rate(np.exp(a) / kF, **kw)),
                        bounds=(np.log(0.1), np.log(20)), method='bounded',
                        options={'xatol': 1e-6})
    return np.exp(r.x)


assert abs(peak() / y_pk - 1) < 1e-3
y_exp, y_scr = peak(spec=expo), peak(screened=True)
L_pk = y_pk / kF
scan = np.array([rate(a, weighted=False) for a in np.geomspace(0.1, 200, 60)])
assert np.all(np.diff(scan) > 0)                       # collisions never get rarer


def power(**kw):
    a = 200 / kF
    return np.log2(rate(2 * a, **kw) / rate(a, **kw))


pw = {'Gaussian, total': (power(weighted=False), 1),
      'Gaussian, transport': (power(), -1),
      'Gaussian screened, total': (power(weighted=False, screened=True), -1),
      'Gaussian screened, transport': (power(screened=True), -3),
      'exponential screened, transport': (power(spec=expo, screened=True), -1)}
for got, want in pw.values():
    assert abs(got - want) < 0.06                      # finite k L leaves small terms
y = 100.0
lim = V**2 / (hbar * h2m * kF**2) * np.sqrt(2) * (np.log(4 * np.sqrt(2) * y) - 1) / y
assert abs(rate(y / kF, spec=expo) / lim - 1) < 0.01

# ---- classical trajectories in a smooth random potential (m = v = L = 1) ----


def classical_ratio(v_over_e, seed):
    rng = np.random.default_rng(seed)
    n_el, waves, dt = 3000, 64, 0.1
    v0 = v_over_e / 2
    amp = v0 * np.sqrt(2 / waves)
    qx, qy = rng.normal(size=(2, n_el, waves)) * np.sqrt(2)
    phase = rng.uniform(0, 2 * np.pi, (n_el, waves))
    kin2 = 1 - 2 * amp * np.cos(phase).sum(axis=1)
    ok = kin2 > 0.02
    qx, qy, phase = qx[ok], qy[ok], phase[ok]
    vx = np.sqrt(kin2[ok])
    vy, px, py = np.zeros_like(vx), np.zeros_like(vx), np.zeros_like(vx)

    def force():
        s = np.sin(qx * px[:, None] + qy * py[:, None] + phase)
        return amp * np.sum(qx * s, axis=1), amp * np.sum(qy * s, axis=1)

    fx, fy = force()
    mean_cos = {}
    for step in range(1, 201):
        vx += fx * dt / 2
        vy += fy * dt / 2
        px += vx * dt
        py += vy * dt
        fx, fy = force()
        vx += fx * dt / 2
        vy += fy * dt / 2
        if step in (20, 200):
            mean_cos[step] = np.mean(vx / np.hypot(vx, vy))
    measured = np.log(mean_cos[20] / mean_cos[200]) / (180 * dt)
    return measured / (np.sqrt(np.pi) * v0**2)


weak = classical_ratio(0.05, 1)
assert abs(weak - 1) < 0.12                            # sampling error is about 3%
own = classical_ratio(V / EF, 2)
assert 0.6 < own < 1.7                                 # perturbation theory still sizes it

# ---- mobilities ----


def mobility(r):
    return sc.e / (m_t * sc.m_e * r) * 1e4             # cm2/Vs


dos = 4 / (2 * np.pi * h2m)
mu_c = kT * np.log(np.expm1(N / (dos * kT)))
E = np.linspace(1e-5, mu_c + 25 * kT, 6000)
weight = E / np.cosh((E - mu_c) / (2 * kT))**2


def mobility_T(L):
    return np.sum(weight * mobility(closed(L, np.sqrt(2 * E / h2m)))) / weight.sum()


r = minimize_scalar(mobility_T, bounds=(0.5, 10), method='bounded')
L_T = r.x
assert mobility_T(20) > mobility_T(10) > mobility_T(L_T) < mobility_T(0.5)

# ---- sizes of neglected effects ----
dos_p = 8 * np.sqrt(m_t * m_l) / (2 * np.pi * h2m0)
steps = [(0.0, dos), (e_low[1] - e_low[0], dos), (e_primed - e_low[0], dos_p)]


def filling(mu):
    return [g * kT * np.logaddexp(0, (mu - e) / kT) for e, g in steps]


mu3 = brentq(lambda m: sum(filling(m)) - N, -0.5, 0.5)
outside = 1 - filling(mu3)[0] / N
D_ac, dens, sound = 12.0, 2330.0, 9000.0               # eV, kg/m3, m/s (rough)
r_ac = (m_t * sc.m_e * (D_ac * sc.e)**2 * sc.k * T * np.sum(rho**2) * h * 1e9
        / (sc.hbar**3 * dens * sound**2))
mu_ac = mobility(r_ac)
vel = h2m * kF / hbar                                  # nm/s
half = np.pi / 2

print(f"N = {N*1e14:.2e} cm^-2, N_dep = {N_dep*1e14:.1e} cm^-2, D = {D} nm")
print(f"masses: in-plane {m_t}, normal {m_l}; kappa Si {kap_s}, oxide {kap_ox}")
print(f"mean field F = {eF*10:.3f} MV/cm; V = eFD = {V*1e3:.2f} meV")
print(f"level shift per wall shift / eF = {shift/eF:.4f}")
print(f"k_F = {kF:.4f} nm^-1, E_F = {EF*1e3:.1f} meV, v_F = {vel*1e-7:.3e} cm/s")
print(f"peak rate: x = {x_pk:.4f}, kL = {y_pk:.4f}, L = {L_pk:.3f} nm")
print("L nm | total 1e12/s | mean 1-cos | transport 1e12/s | mu k_F | mu 300K cm2/Vs")
for L in (0.5, 1.0, L_pk, 5.0, 10.0, 20.0):
    a, b = closed_total(L), closed(L)
    print(f"{L:6.3f} {a/1e12:8.3f} {b/a:8.4f} {b/1e12:8.4f} "
          f"{mobility(b):9.0f} {mobility_T(L):9.0f}")
print(f"mobility gain at k_F, L_peak to 20 nm: {closed(L_pk)/closed(20):.2f}")
print(f"300 K: mobility minimum at L = {L_T:.3f} nm, {mobility_T(L_T):.0f} cm2/Vs")
print("powers of L at kL = 200 to 400:")
for name, (got, _) in pw.items():
    print(f"  {name}: {got:.3f}")
print(f"exponential roughness: peak kL = {y_exp:.3f}, L = {y_exp/kF:.3f} nm")
print(f"  mobility at peak, 20 nm: {mobility(rate(y_exp/kF, spec=expo)):.0f}, "
      f"{mobility(rate(20, spec=expo)):.0f} cm2/Vs")
print("share of momentum relaxation from angles above 90 deg, L = 20 nm:")
for name, sp, scr in (("Gaussian", gauss, False), ("exponential", expo, False),
                      ("exponential screened", expo, True)):
    part = rate(20, spec=sp, screened=scr, low=half) / rate(20, spec=sp, screened=scr)
    print(f"  {name}: {part:.3g}")
print(f"screening: q_TF = {q_tf:.3f} nm^-1, form factor at k_F = {float(form(kF)):.3f}")
print(f"  2D response / density of states = {response:.3f}")
print(f"  Gaussian screened: peak kL = {y_scr:.3f}, L = {y_scr/kF:.3f} nm")
print(f"  mobility at that L, 20 nm: {mobility(rate(y_scr/kF, screened=True)):.0f}, "
      f"{mobility(rate(20, screened=True)):.3e} cm2/Vs")
print(f"classical rate / formula at V/E = 0.05: {weak:.3f}")
print(f"classical rate / formula at V/E_F = {V/EF:.3f}: {own:.3f}")
print(f"Born phase VL/(hbar v): L_peak {V*L_pk/(hbar*vel):.3f}, "
      f"20 nm {V*20/(hbar*vel):.3f}")
print(f"hbar/(tau E_F) at L_peak = {hbar*closed(L_pk)/EF:.4f}")
print(f"mean free path: L_peak {vel/closed(L_pk):.1f} nm, 20 nm {vel/closed(20):.0f} nm")
print(f"second level at {1e3*(e_low[1]-e_low[0]):.1f} meV, "
      f"other valleys at {1e3*(e_primed-e_low[0]):.1f} meV")
print(f"share of electrons outside lowest subband at 300 K = {outside:.3f}")
print(f"acoustic phonons: D_ac {D_ac} eV, density {dens} kg/m3, sound {sound} m/s")
print(f"  acoustic-phonon mobility at 300 K = {mu_ac:.0f} cm2/Vs")
for L in (L_T, 20.0):
    both = 1 / (1 / mobility_T(L) + 1 / mu_ac)
    print(f"  with roughness, L = {L:.3f} nm: {both:.0f} cm2/Vs")
print("finished without a failed check")
```

Output:

```
N = 1.00e+13 cm^-2, N_dep = 5.0e+11 cm^-2, D = 0.2 nm
masses: in-plane 0.19, normal 0.916; kappa Si 11.7, oxide 3.9
mean field F = 0.851 MV/cm; V = eFD = 17.01 meV
level shift per wall shift / eF = 1.0000
k_F = 0.5605 nm^-1, E_F = 63.0 meV, v_F = 3.415e+07 cm/s
peak rate: x = 0.7900, kL = 1.2570, L = 2.243 nm
L nm | total 1e12/s | mean 1-cos | transport 1e12/s | mu k_F | mu 300K cm2/Vs
 0.500    0.828   0.9804   0.8120     11400     11711
 1.000    2.962   0.9217   2.7300      3391      3793
 2.243    9.137   0.6329   5.7833      1601      2760
 5.000   18.006   0.1393   2.5090      3690      7323
10.000   34.958   0.0324   1.1317      8180     15488
20.000   69.482   0.0080   0.5552     16674     31341
mobility gain at k_F, L_peak to 20 nm: 10.42
300 K: mobility minimum at L = 1.751 nm, 2496 cm2/Vs
powers of L at kL = 200 to 400:
  Gaussian, total: 1.000
  Gaussian, transport: -1.000
  Gaussian screened, total: -1.008
  Gaussian screened, transport: -3.011
  exponential screened, transport: -1.000
exponential roughness: peak kL = 1.541, L = 2.750 nm
  mobility at peak, 20 nm: 2741, 6693 cm2/Vs
share of momentum relaxation from angles above 90 deg, L = 20 nm:
  Gaussian: 6.59e-27
  exponential: 0.278
  exponential screened: 0.676
screening: q_TF = 1.841 nm^-1, form factor at k_F = 0.538
  2D response / density of states = 0.990
  Gaussian screened: peak kL = 1.147, L = 2.047 nm
  mobility at that L, 20 nm: 5776, 3.053e+06 cm2/Vs
classical rate / formula at V/E = 0.05: 0.937
classical rate / formula at V/E_F = 0.270: 1.023
Born phase VL/(hbar v): L_peak 0.170, 20 nm 1.514
hbar/(tau E_F) at L_peak = 0.0604
mean free path: L_peak 59.1 nm, 20 nm 615 nm
second level at 50.5 meV, other valleys at 52.8 meV
share of electrons outside lowest subband at 300 K = 0.538
acoustic phonons: D_ac 12.0 eV, density 2330.0 kg/m3, sound 9000.0 m/s
  acoustic-phonon mobility at 300 K = 1750 cm2/Vs
  with roughness, L = 1.751 nm: 1029 cm2/Vs
  with roughness, L = 20.000 nm: 1657 cm2/Vs
finished without a failed check
```
